**Bare and velocity-corrected pseudopotentials on a moving ion**

A nonlocal potential $W$, translated with an ion of velocity $v$, must be replaced by $BWB^\dagger$ with $B=\exp(imvx/\hbar)$, where $m$ is the electron mass and $x$ the electron position. The program propagates one electron bound to a moving one-dimensional model ion and records $P$, the probability of having left the boosted ground state. It asserts that $P$ stays below $10^{-6}$ with the phase, and that the bare result agrees with a separate diagonalization in the ion's frame. It also asserts the first-order excitation formula for a slow 2 keV ion, the energy balance, the operator distance and the plane-wave matrix elements. A purely local atom serves as a control, and an accelerated run confirms that only the inertial potential remains. At ion energies of 50, 200 and 800 keV the bare operator gives peak $P$ of 0.0053, 0.0201 and 0.0638, while the corrected one gives at most $1.1\times10^{-8}$. The parameters are round model values, and the response of a solid is not included.

## Check in Python

```python
# RESULT UNDER TEST: an ion moving at velocity v must act on electrons through
#   W_v = B W B^dagger,  B = exp(i m v x / hbar),
# where W is its nonlocal potential translated to the present ion position.
# The bare translated W falsely excites an isolated moving atom; W_v does not.
# Model: W = h |beta><beta|, beta a normalized Gaussian of width s, plus a
# local Gaussian well of depth V0 and width a. Internally hbar = m = e = 1.
# xi = electron position relative to the ion; P = probability of having left
# the boosted ground state. "bare" = no phase, "corrected" = with phase.
import numpy as np
from scipy import constants as sc

HARTREE_EV = sc.value('Hartree energy in eV')
BOHR_NM = sc.value('Bohr radius') * 1e9
TIME_FS = sc.value('atomic unit of time') * 1e15
ION_MASS_U = 48.0
ion_mass = ION_MASS_U * sc.atomic_mass / sc.m_e

V0_EV, A_NM, H_EV, S_NM = 25.0, 0.10, -10.0, 0.04
V0, a = V0_EV / HARTREE_EV, A_NM / BOHR_NM
h, s = H_EV / HARTREE_EV, S_NM / BOHR_NM
BOX, POINTS, DT, SAMPLE = 128.0, 512, 0.025, 0.25
run_time = round(1.5 / TIME_FS / SAMPLE) * SAMPLE


def speed(energy_kev):
    return np.sqrt(2 * energy_kev * 1e3 / HARTREE_EV / ion_mass)


def local_potential(xi):
    return -V0 * np.exp(-xi**2 / (2 * a**2))


def projector(xi):
    return (np.pi * s**2)**-0.25 * np.exp(-xi**2 / (2 * s**2))


def make_grid(points):
    dx = BOX / points
    x = (np.arange(points) - points // 2) * dx
    return x, dx, 2 * np.pi * np.fft.fftfreq(points, dx)


def ion_frame_hamiltonian(points, strength, v=0.0):
    """Static Hamiltonian seen by the ion; v != 0 is the bare operator."""
    x, dx, q = make_grid(points)
    kinetic = np.fft.ifft((q**2 / 2)[:, None]
                          * np.fft.fft(np.eye(points), axis=0), axis=0).real
    b = projector(x)
    if v != 0.0:
        b = b * np.exp(-1j * v * x)
    return (kinetic + np.diag(local_potential(x))
            + strength * dx * np.outer(b, b.conj()))


def ion_frame_excitation(points, v, times):
    """P(t) of the bare operator by diagonalization in the ion frame."""
    ground = np.linalg.eigh(ion_frame_hamiltonian(points, h))[1][:, 0]
    levels, vectors = np.linalg.eigh(ion_frame_hamiltonian(points, h, v))
    weights = np.abs(vectors.conj().T @ ground)**2
    return 1 - np.abs(np.exp(-1j * np.outer(times, levels)) @ weights)**2


x, dx, q = make_grid(POINTS)


def relative_position(R):
    return (x - R + BOX / 2) % BOX - BOX / 2


def propagate(v0, corrected, state, level, strength=h, acc=0.0,
              dt=DT, duration=run_time):
    """Laboratory-frame Schroedinger equation with a moving ion."""
    psi = state * np.exp(1j * v0 * x)
    state_q = np.fft.fft(state)
    kinetic_step = np.exp(-0.5j * dt * q**2)
    factor = np.exp(-0.5j * dt * strength) - 1
    every = round(SAMPLE / dt)
    rows = []

    def record(t):
        R, v = v0 * t + acc * t**2 / 2, v0 + acc * t
        xi = relative_position(R)
        boost = np.exp(1j * v * xi)
        moved = np.fft.ifft(state_q * np.exp(-1j * q * R))
        overlap = np.vdot(moved * boost, psi) * dx
        overlap *= np.exp(-1j * (v**2 / 2 - level) * t)
        w = np.abs(np.fft.fft(psi))**2
        w /= w.sum()
        loc = np.sum(local_potential(xi) * np.abs(psi)**2) * dx
        b = projector(xi)
        with_phase = strength * abs(np.vdot(b * boost, psi) * dx)**2
        without = strength * abs(np.vdot(b, psi) * dx)**2
        lab = np.sum(w * q**2) / 2 + loc + (with_phase if corrected
                                           else without)
        internal = np.sum(w * (q - v)**2) / 2 + loc + with_phase
        rows.append((t, overlap, np.sum(w * q) - v, lab, internal))

    record(0.0)
    for n in range(round(duration / dt)):
        t = (n + 0.5) * dt
        xi = relative_position(v0 * t + acc * t**2 / 2)
        half = np.exp(-0.5j * dt * local_potential(xi))
        b = projector(xi)
        if corrected:
            b = b * np.exp(1j * (v0 + acc * t) * xi)
        psi = psi * half
        psi = psi + factor * b * (np.vdot(b, psi) * dx)
        psi = np.fft.ifft(kinetic_step * np.fft.fft(psi))
        psi = psi + factor * b * (np.vdot(b, psi) * dx)
        psi = psi * half
        if (n + 1) % every == 0:
            record((n + 1) * dt)
    t, overlap, p, lab, internal = np.array(rows).T
    return dict(t=t.real, overlap=overlap, P=1 - np.abs(overlap)**2,
                p=p.real, lab=lab.real, internal=internal.real, psi=psi)


# Static atom
H0 = ion_frame_hamiltonian(POINTS, h)
E, U = np.linalg.eigh(H0)
ground = U[:, 0] / np.sqrt(dx)
gaps = E[1:] - E[0]
assert E[1] < 0

# First-order error operator per unit velocity: i [W, x] on the ground state
b0 = projector(x)


def apply_W(f):
    return h * b0 * (np.sum(b0 * f) * dx)


error_on_ground = 1j * (apply_W(x * ground) - x * apply_W(ground))
D_per_v = (U[:, 1:].T @ error_on_ground) * np.sqrt(dx)
first = U[:, 1] / np.sqrt(dx)
x10 = np.sum(first * x * ground) * dx
p10 = np.sum(first * np.fft.ifft(q * np.fft.fft(ground))) * dx
D_from_velocity = 1j * gaps[0] * x10 - p10
assert abs(D_per_v[0]) > 0.01
assert abs(D_per_v[0] - D_from_velocity) < 1e-6 * abs(D_per_v[0])


def first_order_P(v, t):
    return (np.sin(np.outer(t, gaps) / 2)**2
            @ (4 * np.abs(v * D_per_v / gaps)**2))


# Perturbation formula against the laboratory propagation for a slow ion
slow_v = speed(2.0)
slow = propagate(slow_v, False, ground, E[0])
slow_formula = first_order_P(slow_v, slow['t'])
slow_error = np.max(np.abs(slow['P'] - slow_formula)) / slow_formula.max()
assert slow_error < 0.03

# Main runs
energies = [50.0, 200.0, 800.0]
speeds = [speed(e) for e in energies]
bare = [propagate(v, False, ground, E[0]) for v in speeds]
good = [propagate(v, True, ground, E[0]) for v in speeds]
distance, forward, backward, peak_force, net_force = [], [], [], [], []
for v, run, ok in zip(speeds, bare, good):
    assert ok['P'].max() < 1e-6
    assert np.max(np.abs(ok['overlap'] - 1)) < 5e-3
    assert run['P'].max() > 1e-3
    reference = ion_frame_excitation(POINTS, v, run['t'])
    assert np.max(np.abs(run['P'] - reference)) < 1e-3
    # laboratory energy change equals v times ion-frame momentum change
    change = run['lab'] - run['lab'][0]
    work = v * (run['p'] - run['p'][0])
    assert np.max(np.abs(change - work)) < 0.01 * np.max(np.abs(change))
    force = np.gradient(run['lab'], run['t']) / v * HARTREE_EV / BOHR_NM
    peak_force.append(np.max(np.abs(force)))
    net_force.append(change[-1] / (v * run['t'][-1]) * HARTREE_EV / BOHR_NM)
    # distance between the two operators, from their kernels
    kernel = np.outer(b0, b0)
    phase = np.exp(1j * v * (x[:, None] - x[None, :]))
    d = np.sqrt(np.sum(np.abs(kernel * phase - kernel)**2)) * dx
    assert abs(d - np.sqrt(2 * (1 - np.exp(-(v * s)**2 / 2)))) < 1e-8
    distance.append(d)

    # plane-wave elements for a target electron at rest, by quadrature
    def element(final_q, proj):
        left = np.sum(np.exp(-1j * final_q * x) * proj) * dx
        return left * np.sum(proj.conj()) * dx
    moving = b0 * np.exp(1j * v * x)
    forward.append((element(0, b0) / element(0, moving)).real)
    backward.append((element(2 * v, b0) / element(2 * v, moving)).real)
    assert abs(forward[-1] - np.exp((v * s)**2)) < 1e-8
    assert abs(backward[-1] - np.exp(-(v * s)**2)) < 1e-8

# Control: a purely local atom needs no phase
E_loc, U_loc = np.linalg.eigh(ion_frame_hamiltonian(POINTS, 0.0))
local_run = propagate(speeds[2], False, U_loc[:, 0] / np.sqrt(dx), E_loc[0],
                      strength=0.0)
assert local_run['P'].max() < 1e-6

# Accelerated ion: only the inertial potential acc * xi remains
acc, acc_time, acc_v0 = 0.01, 20.0, 0.2
acc_run = propagate(acc_v0, True, ground, E[0], acc=acc, duration=acc_time)
Ea, Ua = np.linalg.eigh(H0 + np.diag(acc * x))
chi = Ua @ (np.exp(-1j * Ea * acc_time) * (Ua.T @ ground))
R_end = acc_v0 * acc_time + acc * acc_time**2 / 2
chi = np.fft.ifft(np.fft.fft(chi) * np.exp(-1j * q * R_end))
v_end = acc_v0 + acc * acc_time
chi = chi * np.exp(1j * v_end * relative_position(R_end))
acc_mismatch = 1 - abs(np.vdot(chi, acc_run['psi']) * dx)**2
assert acc_run['P'].max() > 1e-4
assert acc_mismatch < 1e-6

# Convergence of the largest false excitation
fine = propagate(speeds[2], False, ground, E[0], dt=DT / 2)
dt_shift = fine['P'].max() - bare[2]['P'].max()
times = bare[2]['t']
grid_shift = (ion_frame_excitation(640, speeds[2], times).max()
              - ion_frame_excitation(POINTS, speeds[2], times).max())
assert abs(dt_shift) < 1e-3 and abs(grid_shift) < 1e-3

# Neglected dimension: same well and projector width in three dimensions,
# time-averaged first-order excitation from the s ground state to p states


def mean_P_3d(dr):
    n = round(30.0 / dr)
    r = np.arange(1, n + 1) * dr
    radial = (np.diag(1 / dr**2 + local_potential(r))
              - (np.eye(n, k=1) + np.eye(n, k=-1)) / (2 * dr**2))
    ub = r * np.exp(-r**2 / (2 * s**2))
    ub /= np.sqrt(np.sum(ub**2) * dr)
    Es, Us = np.linalg.eigh(radial + h * dr * np.outer(ub, ub))
    Ep, Up = np.linalg.eigh(radial + np.diag(1 / r**2))
    assert Es[0] < 0
    c = np.sum(ub * Us[:, 0]) * np.sqrt(dr)
    M = speeds[0] * h * c * (Up.T @ (r * ub)) * np.sqrt(dr) / np.sqrt(3)
    return 2 * np.sum((M / (Ep - Es[0]))**2), Es[0]


P3, E3 = mean_P_3d(0.05)
P3_coarse = mean_P_3d(0.075)[0]
assert abs(P3 - P3_coarse) < 0.05 * P3
P1 = 2 * np.sum(np.abs(speeds[0] * D_per_v / gaps)**2)

ROUGH_STOPPING = 1000.0  # eV/nm, assumed rough size used only for estimates
path_nm = [v * run_time * BOHR_NM for v in speeds]
inertial = ROUGH_STOPPING * A_NM / ion_mass
slowing = ROUGH_STOPPING * path_nm[0] / (energies[0] * 1e3)


def row(label, values, unit, fmt='.4f'):
    print(label + ': ' + ', '.join(format(z, fmt) for z in values), unit)


row('Ion mass', [ION_MASS_U], 'u', '.1f')
row('Local well depth', [V0_EV], 'eV', '.1f')
row('Local well width a', [A_NM], 'nm', '.2f')
row('Projector strength h', [H_EV], 'eV', '.1f')
row('Projector width s', [S_NM], 'nm', '.2f')
row('Run time', [run_time * TIME_FS], 'fs', '.3f')
row('Ground level', [E[0] * HARTREE_EV], 'eV', '.3f')
row('First excited level', [E[1] * HARTREE_EV], 'eV', '.3f')
row('First gap', [gaps[0] * HARTREE_EV], 'eV', '.3f')
print('Triples below are for the three ion energies in order')
row('Ion energy', energies, 'keV', '.0f')
row('Ion speed', [v * BOHR_NM / TIME_FS for v in speeds], 'nm/fs')
row('Path length', path_nm, 'nm', '.3f')
row('Phase m v s/hbar', [v * s for v in speeds], 'rad')
row('Operator distance / |h|', distance, '(no unit)')
row('|D_10|, first-order error',
    [v * abs(D_per_v[0]) * HARTREE_EV for v in speeds], 'eV')
row('Peak false P, bare', [r['P'].max() for r in bare], '(no unit)', '.5f')
row('Peak P, first-order formula',
    [first_order_P(v, times).max() for v in speeds], '(no unit)', '.5f')
row('Peak P, corrected', [r['P'].max() for r in good], '(no unit)', '.1e')
row('Peak false internal energy, bare',
    [np.max(r['internal'] - r['internal'][0]) * HARTREE_EV for r in bare],
    'eV')
row('Peak internal energy drift, corrected',
    [np.max(np.abs(r['internal'] - r['internal'][0])) * HARTREE_EV
     for r in good], 'eV', '.1e')
row('Peak false force, bare', peak_force, 'eV/nm', '.3f')
row('Path-averaged false force, bare', net_force, 'eV/nm', '.3f')
row('Forward element, bare/corrected', forward, '(no unit)')
row('Reflection element, bare/corrected', backward, '(no unit)')
row('Slow-ion test energy', [2.0], 'keV', '.1f')
row('Slow-ion formula error / peak', [slow_error], '(no unit)', '.1e')
row('Local control, peak P', [local_run['P'].max()], '(no unit)', '.1e')
row('Accelerated test, peak P', [acc_run['P'].max()], '(no unit)', '.1e')
row('Accelerated test, mismatch', [acc_mismatch], '(no unit)', '.1e')
row('Shift of peak P, half time step', [dt_shift], '(800 keV)', '.1e')
row('Shift of peak P, finer grid', [grid_shift], '(800 keV)', '.1e')
row('Mean first-order P in 1D, 50 keV', [P1], '(no unit)', '.5f')
row('Mean first-order P in 3D, 50 keV', [P3], '(no unit)', '.5f')
row('3D value on coarser radial grid', [P3_coarse], '(no unit)', '.5f')
row('3D ground level', [E3 * HARTREE_EV], 'eV', '.3f')
row('Assumed rough stopping force', [ROUGH_STOPPING], 'eV/nm', '.0f')
row('Inertial potential over a', [inertial], 'eV', '.1e')
row('Ion energy fraction lost, 50 keV', [slowing], '(no unit)', '.4f')
row('(v/c)^2, 800 keV', [(speeds[2] * sc.fine_structure)**2],
    '(no unit)', '.1e')
row('Target electron energy in ion frame',
    [v**2 / 2 * HARTREE_EV for v in speeds], 'eV', '.3f')
print('tests ok')
```

Running it gives:

```
Ion mass: 48.0 u
Local well depth: 25.0 eV
Local well width a: 0.10 nm
Projector strength h: -10.0 eV
Projector width s: 0.04 nm
Run time: 1.500 fs
Ground level: -27.211 eV
First excited level: -8.119 eV
First gap: 19.092 eV
Triples below are for the three ion energies in order
Ion energy: 50, 200, 800 keV
Ion speed: 0.4483, 0.8967, 1.7934 nm/fs
Path length: 0.672, 1.345, 2.690 nm
Phase m v s/hbar: 0.1549, 0.3098, 0.6196 rad
Operator distance / |h|: 0.1544, 0.3061, 0.5911 (no unit)
|D_10|, first-order error: 0.6514, 1.3029, 2.6057 eV
Peak false P, bare: 0.00531, 0.02012, 0.06384 (no unit)
Peak P, first-order formula: 0.00541, 0.02162, 0.08650 (no unit)
Peak P, corrected: 1.3e-09, 3.1e-09, 1.1e-08 (no unit)
Peak false internal energy, bare: 0.1166, 0.4432, 1.4207 eV
Peak internal energy drift, corrected: 6.5e-08, 1.3e-07, 4.2e-07 eV
Peak false force, bare: 13.778, 25.790, 39.546 eV/nm
Path-averaged false force, bare: -0.155, -0.801, -0.542 eV/nm
Forward element, bare/corrected: 1.0243, 1.1007, 1.4681 (no unit)
Reflection element, bare/corrected: 0.9763, 0.9085, 0.6812 (no unit)
Slow-ion test energy: 2.0 keV
Slow-ion formula error / peak: 6.8e-03 (no unit)
Local control, peak P: 2.6e-09 (no unit)
Accelerated test, peak P: 6.4e-04 (no unit)
Accelerated test, mismatch: 1.5e-09 (no unit)
Shift of peak P, half time step: -2.6e-05 (800 keV)
Shift of peak P, finer grid: -9.0e-15 (800 keV)
Mean first-order P in 1D, 50 keV: 0.00299 (no unit)
Mean first-order P in 3D, 50 keV: 0.00197 (no unit)
3D value on coarser radial grid: 0.00197 (no unit)
3D ground level: -13.156 eV
Assumed rough stopping force: 1000 eV/nm
Inertial potential over a: 1.1e-03 eV
Ion energy fraction lost, 50 keV: 0.0134 (no unit)
(v/c)^2, 800 keV: 3.6e-05 (no unit)
Target electron energy in ion frame: 0.571, 2.286, 9.143 eV
tests ok
```
